# Logarithmic fall of permittivity from resonant tunnelling systems in a glass: test program

```python
"""Resonant permittivity of tunnelling systems with density P0 dD dD0 / D0.
H = (D sz + D0 sx)/2, E = sqrt(D^2+D0^2), dipole p sz, field term -p F sz.
Result under test (hbar = k = 1, Emax = energy cutoff, T = temperature):
  eps_res = S [ln(Emax/(2 pi T)) - psi(1/2 - i w/(2 pi T))],
  S = (8 pi/3) P0 p^2, so d eps/d ln T = -S when w << 2 pi T and phonon
relaxation, 1/tau = A E^3 (D0/E)^2 coth(E/2T), is still slow."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, zeta

pi = np.pi


def resonant(z, T, Emax):
    """Resonant permittivity divided by S, complex frequency z."""
    return np.log(Emax/(2*pi*T)) - digamma(0.5 - 1j*z/(2*pi*T))


def G(a):
    """Average over D0/E of the relaxation response; a = w*tau_min."""
    a = np.asarray(a, dtype=float)
    c2 = 1 + 1j*a
    c = np.sqrt(c2)
    closed = c*np.arctanh(1/c) - 1
    series = sum(1/((2*n + 1)*c2**n) for n in range(1, 6))
    return np.where(a > 900, series.real, closed.real)


nodes, weights = np.polynomial.legendre.leggauss(500)
root = 0.5*np.sqrt(20.0)*(nodes + 1)
x_grid = root**2
x_weight = 0.5*np.sqrt(20.0)*weights*2*root/np.cosh(x_grid)**2


def relaxation(g):
    """Relaxation permittivity divided by S; g = A T^3 / w."""
    a = np.tanh(x_grid)/(8*g*x_grid**3)
    return float(np.sum(x_weight*G(a)))


def relaxation_slope(g, h=0.01):
    return (relaxation(g*np.exp(3*h)) - relaxation(g*np.exp(-3*h)))/(2*h)


# One system: exact diagonalization with frozen and with thermal populations
D, D0, T = 0.7, 1.1, 0.6
E = np.hypot(D, D0)
sz = np.diag([1.0, -1.0])
H = 0.5*np.array([[D, D0], [D0, -D]])
levels, vec = np.linalg.eigh(H)
pop0 = np.exp(-levels/T)
pop0 /= pop0.sum()


def moment(F, frozen):
    e, v = np.linalg.eigh(H - F*sz)
    pop = np.exp(-e/T)
    pop = pop0 if frozen else pop/pop.sum()
    return float(np.sum(pop*np.einsum('in,ij,jn->n', v, sz, v)))


h = 1e-4
alpha_frozen = (moment(h, True) - moment(-h, True))/(2*h)
alpha_thermal = (moment(h, False) - moment(-h, False))/(2*h)
alpha_res = 2*(D0/E)**2*np.tanh(E/(2*T))/E
alpha_rel = (D/E)**2/np.cosh(E/(2*T))**2/T
assert abs(alpha_frozen - alpha_res) < 1e-6
assert abs(alpha_thermal - alpha_res - alpha_rel) < 1e-6

# One system: response to a field kick, transformed to complex frequency
t = np.linspace(0, 60, 30001)
U = np.einsum('in,tn,jn->tij', vec, np.exp(-1j*np.outer(t, levels)), vec)
sz_t = np.conj(np.transpose(U, (0, 2, 1))) @ sz @ U
rho = vec @ np.diag(pop0) @ vec.T
kick = 1j*np.einsum('ij,tji->t', rho, sz_t @ sz - sz @ sz_t)
z = 0.9 + 0.5j
alpha_w = simpson(kick*np.exp(1j*z*t), x=t)
assert abs(alpha_w - alpha_res*E**2/(E**2 - z**2)) < 1e-5


# Ensemble sum in the original variables; D = D0 sinh(s) resolves small D0
def ensemble(T, m, top, s_max):
    f = lambda s, l: np.tanh(np.exp(l)*np.cosh(s)/(2*T))/np.cosh(s)**2
    return dblquad(f, np.log(m), np.log(top), 0, s_max,
                   epsabs=1e-8, epsrel=1e-8)[0]


disk = lambda l: np.arccosh(max(1.0, 60/np.exp(l)))
box = lambda l: np.arcsinh(200/np.exp(l))
full_disk = ensemble(1.0, 1e-6, 60, disk)
assert abs(full_disk - np.log(2*np.exp(np.euler_gamma)*60/pi)) < 1e-5
box_drop = ensemble(1.0, 1e-6, 80, box) - ensemble(2.0, 1e-6, 80, box)
assert abs(box_drop - np.log(2)) < 1e-5
missing = full_disk - ensemble(1.0, 0.01, 60, disk)
assert abs(missing/(pi*0.01/4) - 1) < 0.01

# Constant of the static logarithm
log_int = quad(lambda y: np.log(y)/np.cosh(y)**2, 0, 1)[0] \
    + quad(lambda y: np.log(y)/np.cosh(y)**2, 1, 40)[0]
assert abs(log_int - np.log(pi/4) + np.euler_gamma) < 1e-7

# Finite frequency: principal value on the axis, complex value above it
w, top = 1.5, 400.0
pv = quad(lambda e: e*np.tanh(e/2)/(e + w), 0, 10, weight='cauchy', wvar=w)[0]
pv += quad(lambda e: e*np.tanh(e/2)/(e*e - w*w), 10, top, limit=200)[0]
assert abs(pv - resonant(w, 1.0, top).real) < 1e-4
z = w + 0.2j
kernel = lambda e: e*np.tanh(e/2)/(e*e - z*z)
val = 0j
for lo, hi in ((0, 1.5), (1.5, 10), (10, top)):
    val += quad(lambda e: kernel(e).real, lo, hi, limit=200)[0]
    val += 1j*quad(lambda e: kernel(e).imag, lo, hi, limit=200)[0]
assert abs(val - resonant(z, 1.0, top)) < 1e-4
near = 1e-3j + w
loss = sum(quad(lambda e: (e*np.tanh(e/2)/(e*e - near**2)).imag, lo, hi,
                limit=300)[0]
           for lo, hi in ((0, 1.49), (1.49, 1.5), (1.5, 1.51), (1.51, top)))
assert abs(loss - pi/2*np.tanh(w/2)) < 3e-3  # finite damping 1e-3

# Phonon rate: explicit sum over modes of a periodic box (rho = v = E = 1);
# the Gaussian width 0.05 biases the cubic law by about 0.8 per cent
n = np.arange(-30, 31)/15.0
q = np.sqrt(n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2)
delta = np.exp(-0.5*((q - 1)/0.05)**2)/(0.05*np.sqrt(2*pi))
mode_sum = 2*pi*np.sum(q*delta)/(2*(2*pi*15)**3)
assert abs(mode_sum*2*pi - 1) < 0.02

# Relaxation: average over D0/E, full double integral, both limits
for a in (0.03, 0.8, 20.0):
    ref = quad(lambda u: np.sqrt(1 - u*u)*u**3/(u**4 + a*a), 0, 1,
               limit=200)[0]
    assert abs(float(G(a))/ref - 1) < 1e-6
g_test = 0.05
Dn = 20*(nodes + 1)[:, None]
ln_D0 = np.linspace(-9, np.log(40), 1201)
D0n = np.exp(ln_D0)[None, :]
En = np.hypot(Dn, D0n)
rate = g_test*En*D0n**2/np.tanh(En/2)
dens = 0.5*(Dn/En)**2/np.cosh(En/2)**2*rate**2/(1 + rate**2)
double = simpson(np.sum(20*weights[:, None]*dens, axis=0), x=ln_D0)
assert abs(relaxation(g_test)/double - 1) < 1e-3
bound_factor = (2/15)*64*pi**6/42
assert abs(relaxation(1e-4)/(bound_factor*1e-8) - 1) < 0.02
for g in (1e-3, 1e-2, 0.1):
    assert relaxation(g) < bound_factor*g*g
    assert relaxation_slope(g) < 6*bound_factor*g*g
assert abs(relaxation_slope(1e6) - 1.5) < 0.01

# Drive saturation: a broadened hole of half-width b lowers the response
b0, b1, w = 0.001, 0.01, 1.0
hole = lambda e: -0.5*(e - w)*np.tanh(e/2)*(b1**2 - b0**2) \
    / (((e - w)**2 + b0**2)*((e - w)**2 + b1**2))
cuts = [0, 0.9, 0.99, 1.0, 1.01, 1.1, 50]
hole_sum = sum(quad(hole, lo, hi, limit=300)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))
assert abs(hole_sum/(-pi*(b1 - b0)/4/np.cosh(w/2)**2) - 1) < 0.03

# Worked example: rough parameters of a hydroxyl-bearing silica-like glass
eV = sc.e
kB = sc.k/eV
hbar = sc.hbar/eV
coulomb = sc.e/(4*pi*sc.epsilon_0)*1e10      # eV angstrom
P0, p, eps_b, Emax = 2e-4, 0.3, 4.0, 0.01
rho_m, v_l, v_t, gam_l, gam_t = 2.2, 5.8, 3.8, 1.0, 0.65
freq, field, T2, D0min, mu = 1e8, 1e-7, 1e-6, 1e-12, 0.1
T_a, T_b, tol = 0.03, 0.3, 0.05
omega = 2*pi*freq
S = 8*pi/3*coulomb*P0*p**2
branches = gam_l**2/(v_l*1e3)**5 + 2*gam_t**2/(v_t*1e3)**5
A = branches*eV**2/(2*pi*rho_m*1e3*sc.hbar**4)*eV**3   # 1/(s eV^3)


def parts(T, om=omega):
    return (resonant(hbar*om, kB*T, Emax).real,
            relaxation(A*(kB*T)**3/om))


def slope(T, h=0.01):
    return (sum(parts(T*np.exp(h))) - sum(parts(T*np.exp(-h))))/(2*h)


def minimum(om, guess):
    r = minimize_scalar(lambda l: sum(parts(np.exp(l), om)), method='bounded',
                        bounds=(np.log(guess/3), np.log(guess*3)),
                        options={'xatol': 1e-7})
    return float(np.exp(r.x))


T_low = hbar*omega/(2*pi*kB)*np.sqrt(14*zeta(3)/tol)
g_high = np.sqrt(tol/(6*bound_factor))
T_high = (g_high*omega/A)**(1/3)/kB
for edge in (T_low, T_high):
    assert 0 < 1 + slope(edge) < 1.01*tol
g_min = brentq(lambda g: relaxation_slope(g) - 1, 0.005, 10)
T_scaled = (g_min*omega/A)**(1/3)/kB
T_min = minimum(omega, T_scaled)
T_min_slow = minimum(omega/100, T_scaled/100**(1/3))
assert abs(T_min/T_scaled - 1) < 0.01
assert abs(T_min/T_min_slow/100**(1/3) - 1) < 0.01
change = S*(sum(parts(T_b)) - sum(parts(T_a)))
log_law = -S*np.log(T_b/T_a)
assert abs(change/log_law - 1) < 0.03

# Sizes of neglected effects
T1 = np.tanh(hbar*omega/(2*kB*T_a))/(A*(hbar*omega)**3)
drive = p*field*1e-2                         # MV/cm = 0.01 V/angstrom
hole_width = drive*np.sqrt(T1/T2)
saturation = pi*hole_width/(4*kB*T_a)
coupled = S/eps_b*np.log(kB*T_a/D0min)
tilt = [quad(lambda e: e**mu/np.cosh(e/(2*T))**2/(2*T), 0, 60*T)[0]
        for T in (T_a, T_b)]
assert abs(tilt[1]/tilt[0] - (T_b/T_a)**mu) < 1e-5
broad = hbar*A*(kB*T_b)**2/np.tanh(0.5)

print(f"density P0 = {P0:.1e} per eV per angstrom^3")
print(f"half dipole difference p = {p:.2f} e angstrom")
print(f"host permittivity = {eps_b:.1f}")
print(f"energy cutoff Emax = {Emax:.3f} eV")
print(f"mass density = {rho_m:.1f} g/cm3")
print(f"sound speeds long., transv. = {v_l:.1f}, {v_t:.1f} km/s")
print(f"deformation energies l, t = {gam_l:.2f}, {gam_t:.2f} eV")
print(f"frequency = {freq/1e6:.0f} MHz")
print(f"photon energy = {hbar*omega:.3e} eV")
print(f"Coulomb constant e^2 = {coulomb:.4f} eV angstrom")
print(f"S (eps drop per e-fold of T) = {S:.4e}")
print(f"S/eps = {S/eps_b*1e6:.1f} ppm")
print(f"loss tangent amplitude pi S/(2 eps) = {pi*S/(2*eps_b):.3e}")
print(f"loss tangent at {T_a} K = "
      f"{pi*S/(2*eps_b)*np.tanh(hbar*omega/(2*kB*T_a)):.3e}")
print(f"thermal energy at {T_a} K = {kB*T_a:.3e} eV")
print(f"thermal energy at {T_b} K = {kB*T_b:.3e} eV")
print(f"resonant eps at {T_a} K = {S*parts(T_a)[0]:.5f}")
print(f"resonant eps at {T_b} K = {S*parts(T_b)[0]:.5f}")
print(f"relaxation eps at {T_b} K = {S*parts(T_b)[1]:.3e}")
print(f"eps change {T_a} to {T_b} K, full = {change:.4e}")
print(f"eps change {T_a} to {T_b} K, log law = {log_law:.4e}")
print(f"relative eps change, full = {change/eps_b*1e6:.1f} ppm")
print(f"phonon constant A = {A:.3e} per s per eV^3")
print(f"fastest rate at E = kT, {T_b} K = "
      f"{A*(kB*T_b)**3/np.tanh(0.5):.3e} per s")
print(f"angular frequency = {omega:.3e} per s")
print(f"slope tolerance = {100*tol:.0f} per cent")
print(f"window lower edge = {T_low*1e3:.1f} mK")
print(f"window upper edge (from bound) = {T_high:.3f} K")
print(f"slope/S at lower, upper edge = {slope(T_low):.4f}, "
      f"{slope(T_high):.4f}")
print(f"g = A T^3/w at minimum = {g_min:.4f}")
print(f"temperature of minimum, 100 MHz = {T_min:.3f} K")
print(f"temperature of minimum, 1 MHz = {T_min_slow:.3f} K")
print("T (K) | resonant, relaxation, total shift (ppm) | slope/S")
base = parts(T_a)
for T in (0.01, 0.03, 0.1, 0.3, 1.0, 3.0):
    d = [S/eps_b*1e6*(u - v) for u, v in zip(parts(T), base)]
    print(f"{T:5.2f} | {d[0]:9.1f} {d[1]:9.1f} {sum(d):9.1f}"
          f" | {slope(T):7.3f}")
print(f"drive field = {field:.1e} MV/cm")
print(f"assumed coherence time T2 = {T2*1e6:.1f} us")
print(f"phonon lifetime at resonance, {T_a} K = {T1*1e3:.2f} ms")
print(f"drive energy pF = {drive:.2e} eV")
print(f"power-broadened width = {hole_width:.2e} eV")
print(f"saturation shift / S at {T_a} K = {saturation:.4f}")
print(f"assumed lower tunnel splitting = {D0min:.1e} eV")
print(f"lower-cutoff loss / S at {T_a} K = {pi*D0min/(4*kB*T_a):.2e}")
print(f"strongly coupled neighbours, estimate = {coupled:.4f}")
print(f"assumed density exponent mu = {mu:.2f}")
print(f"slope ratio {T_b} K to {T_a} K for that mu = {tilt[1]/tilt[0]:.3f}")
print(f"local-field factor on S if p is bare = {((eps_b + 2)/3)**2:.2f}")
print(f"level width / kT at E = kT, {T_b} K = {broad*kB*T_b/(kB*T_b)*kB*T_b/(kB*T_b):.2e}")
print("checks complete")
```

Output:

```
density P0 = 2.0e-04 per eV per angstrom^3
half dipole difference p = 0.30 e angstrom
host permittivity = 4.0
energy cutoff Emax = 0.010 eV
mass density = 2.2 g/cm3
sound speeds long., transv. = 5.8, 3.8 km/s
deformation energies l, t = 1.00, 0.65 eV
frequency = 100 MHz
photon energy = 4.136e-07 eV
Coulomb constant e^2 = 14.3996 eV angstrom
S (eps drop per e-fold of T) = 2.1714e-03
S/eps = 542.9 ppm
loss tangent amplitude pi S/(2 eps) = 8.527e-04
loss tangent at 0.03 K = 6.806e-05
thermal energy at 0.03 K = 2.585e-06 eV
thermal energy at 0.3 K = 2.585e-05 eV
resonant eps at 0.03 K = 0.01820
resonant eps at 0.3 K = 0.01321
relaxation eps at 0.3 K = 1.429e-06
eps change 0.03 to 0.3 K, full = -4.9867e-03
eps change 0.03 to 0.3 K, log law = -4.9999e-03
relative eps change, full = -1246.7 ppm
phonon constant A = 7.526e+19 per s per eV^3
fastest rate at E = kT, 0.3 K = 2.814e+06 per s
angular frequency = 6.283e+08 per s
slope tolerance = 5 per cent
window lower edge = 14.0 mK
window upper edge (from bound) = 0.440 K
slope/S at lower, upper edge = -0.9511, -0.9807
g = A T^3/w at minimum = 2.2157
temperature of minimum, 100 MHz = 3.069 K
temperature of minimum, 1 MHz = 0.661 K
T (K) | resonant, relaxation, total shift (ppm) | slope/S
 0.01 |     573.3      -0.0     573.3 |  -0.906
 0.03 |       0.0       0.0       0.0 |  -0.989
 0.10 |    -650.9       0.0    -650.9 |  -0.999
 0.30 |   -1247.0       0.4   -1246.7 |  -0.996
 1.00 |   -1900.6      46.1   -1854.5 |  -0.760
 3.00 |   -2497.0     408.4   -2088.6 |  -0.013
drive field = 1.0e-07 MV/cm
assumed coherence time T2 = 1.0 us
phonon lifetime at resonance, 0.03 K = 14.99 ms
drive energy pF = 3.00e-10 eV
power-broadened width = 3.67e-08 eV
saturation shift / S at 0.03 K = 0.0112
assumed lower tunnel splitting = 1.0e-12 eV
lower-cutoff loss / S at 0.03 K = 3.04e-07
strongly coupled neighbours, estimate = 0.0080
assumed density exponent mu = 0.10
slope ratio 0.3 K to 0.03 K for that mu = 1.259
local-field factor on S if p is bare = 4.00
level width / kT at E = kT, 0.3 K = 7.16e-05
checks complete
```
